\section*{Does small lattice mismatch fix the structure of a silicide interface?}

\section{Question}

I am looking at a disilicide film on Si(111), in the regime of NiSi$_2$ on silicon. The two cubic lattice constants differ by less than half a percent, so the film can grow coherently, with its lateral lattice stretched to that of the substrate. I have been reasoning that such a good match leaves one way of joining the crystals, and that any other arrangement would show up as extra strain.

Is that right? If it is not, can you give definite structures that have the same lateral strain but a different number of silicon neighbours around the interface metal atoms? And would the elastic energy not select one of them anyway?

\section{Answer}

It is not right. The mismatch compares two translation lattices. An interface structure also needs a terminating atomic plane, a position of the film over the substrate, and a choice among the turns of the film about the normal that map the planar lattice onto itself (multiples of $60^\circ$). None of these enters the lateral strain. Below are six structures with equal strain, in which the metal has five, seven or eight silicon neighbours.

They are ideal candidates: flat, unreconstructed, coherent, with a $1\times1$ cell and a uniformly strained film. They are not relaxed ground states, and the list is not meant to be complete.

\subsection{What the mismatch does fix}

Let $a_s$ and $a_f$ be the cubic lattice constants of substrate and film. On a (111) plane the shortest lattice vectors have length $a/\sqrt2$. Coherence stretches the film vector to the substrate vector, $(1+e)a_f/\sqrt2=a_s/\sqrt2$, so
\begin{equation}
e=\frac{a_s}{a_f}-1 .
\end{equation}
Positive $e$ means a film in tension. I take $a_s=0.543$ nm and $a_f=0.541$ nm as inputs of the model, not as precise measured values. Then $e=0.543/0.541-1=0.370\%$.

The film responds along the normal $\mathbf n=(1,1,1)/\sqrt3$ with a strain $e_\perp$. In the cubic axes the strain tensor is
\begin{equation}
\varepsilon_{ij}=e\,\delta_{ij}+(e_\perp-e)n_in_j .
\end{equation}
Every product $n_in_j$ equals $1/3$. With $q=(e_\perp-e)/3$, the diagonal strains are $e+q$ and the off-diagonal ones are $q$. Write $K=C_{11}+2C_{12}$. Cubic elasticity then gives
\begin{equation}
\sigma_{ii}=K(e+q)\ \text{(no sum)},\qquad \sigma_{ij}=2C_{44}q\quad(i\ne j).
\end{equation}
The traction on the film surface is $[\sigma_{11}+2\sigma_{12}]\mathbf n$, which is parallel to $\mathbf n$, so no shear is needed to remove it. Setting it to zero gives
\begin{align}
K(e+q)+4C_{44}q&=0,\qquad q=-\frac{Ke}{K+4C_{44}},\\
e_\perp=e+3q&=-2e\,\frac{K-2C_{44}}{K+4C_{44}} .
\end{align}
For the energy density, the part of the strain along $n_in_j$ does no work because $\sigma\mathbf n=0$. What remains is
\begin{equation}
\frac12\sigma_{ij}\varepsilon_{ij}=\frac e2\,\mathrm{tr}\,\sigma
=\frac{3Ke(e+q)}2=Ye^2,\qquad
Y=\frac{6C_{44}K}{K+4C_{44}} ,
\end{equation}
where $e+q=4C_{44}e/(K+4C_{44})$ was used.

For rounded constants $C_{11},C_{12},C_{44}=220,140,80$ GPa, $K=500$ GPa. Hence $Y=6(80)(500)/820=293$ GPa and $e_\perp=-2(340/820)e=-0.307\%$. No quantity so far refers to the last atomic plane of the film.

\subsection{Three ways to end the film}

In the fluorite structure the metal atoms M form an fcc lattice, and each has eight silicon neighbours at $\frac{a_f}{4}(\pm1,\pm1,\pm1)$. The height of a neighbour along $\mathbf n$ is the sum of the three signs times $a_f/(4\sqrt3)$. With $d=a_f/\sqrt3$, the spacing of metal planes, the neighbours lie at
\begin{equation}
+\frac{3d}{4}\ (1),\qquad +\frac d4\ (3),\qquad -\frac d4\ (3),\qquad -\frac{3d}{4}\ (1),
\end{equation}
with the number of atoms in parentheses. The single neighbours are directly above and below M.

The substrate ends in a silicon atom S that keeps its three bonds downward and has one broken bond pointing straight up. Its three lower neighbours form the second silicon plane. I join the film to S by a vertical bond of the silicon length, $b=\sqrt3a_s/4=0.235$ nm.

\emph{Fivefold.} End the film with a metal plane and put M above S. The four upper neighbours of M are present, S takes the place of the lower vertical neighbour, and the three at $-d/4$ are missing: $1+3+1=5$.

\emph{Eightfold.} Keep M above S, but insert silicon at the three missing sites around each M. Each inserted atom is shared by three metal atoms, so this adds one silicon atom per cell. The count is $5+3=8$.

\emph{Sevenfold.} End the film with its silicon plane at $-d/4$ and put that silicon above S. Now M has its four upper neighbours and the three at $-d/4$, but no neighbour at bond length directly below: $1+3+3=7$.

Counting neighbours in explicit coordinates, with the lateral strain read back from the metal positions, gives:

\begin{center}
\begin{tabular}{lccc}
 & Si around M & $e$ & height of M above S\\
fivefold & 5 & 0.370\% & 0.235 nm\\
sevenfold & 7 & 0.370\% & 0.313 nm\\
eightfold & 8 & 0.370\% & 0.235 nm
\end{tabular}
\end{center}

The metal counts do not hang on a delicate choice of bond length. Over all the structures, the longest first-shell M--Si distance is 0.235 nm and the next M--Si distance is at least 0.383 nm. Relaxation would have to close a gap of about 0.15 nm before the counts became ambiguous.

\subsection{Equal composition does not settle it either}

The sevenfold and eightfold films contain the same planes and the same number of atoms. They differ by a rigid translation. In the first, the lowest film silicon is above S; in the second, M is above S. The lateral part of the translation is therefore the lateral part of one slanted M--Si bond. In the unstrained film that bond has squared length $3a_f^2/16$ and height $a_f/(4\sqrt3)$, so
\begin{equation}
\ell^2=\frac{3a_f^2}{16}-\frac{a_f^2}{48}=\frac{a_f^2}{6}.
\end{equation}
Coherent strain changes $\ell$ to $a_s/\sqrt6=0.222$ nm.

For the vertical part, M starts at $b+d(1+e_\perp)/4$ and ends at $b$. The film moves down by $d(1+e_\perp)/4=0.078$ nm. A rigid translation changes no distance inside the film, hence no strain, yet here it changes the metal coordination from seven to eight.

\subsection{Equal coordination does not settle it either}

Each structure exists in two orientations. In A the cubic axes of film and substrate are parallel; in B the film is turned by $180^\circ$ about $\mathbf n$. In the plane this turn sends every lattice vector $\mathbf R$ to $-\mathbf R$, which is also a lattice vector. The planar lattices still coincide and $e$ is unchanged. The turn also preserves the M--Si counts above, but it moves slanted bonds to the opposite azimuth, so the surroundings across the interface differ.

The sevenfold pair shows this. The vertical distance from M to the second silicon plane is $0.313+0.078=0.391$ nm, with $a_s/(4\sqrt3)=0.078$ nm for the substrate bilayer. In B a second-plane atom lies directly below M, at that distance. In A the nearest one is displaced sideways by 0.222 nm, and the distance is $\sqrt{0.391^2+0.222^2}=0.450$ nm. Within 0.42 nm there are accordingly 8 atom pairs per cell across interface B and 7 across interface A.

In the eightfold pair the silicon surroundings differ at bond length. The inserted atom is $0.235-0.078=0.157$ nm above the plane of the S atoms. In A it lies directly over a second-plane atom, at a distance $0.1573+0.0784=0.2357$ nm, about a silicon bond length. With a cutoff of 0.25 nm that second-plane atom has five neighbours; in B it has four.

These silicon counts are less robust than the metal counts. In both orientations the inserted atom also has three contacts to top substrate atoms at $\sqrt{0.157^2+0.222^2}=0.272$ nm, which a larger cutoff would include. Five neighbours within a cutoff also do not establish five chemical bonds; the word ``bonds'' in the output only means contacts shorter than 0.25 nm.

\subsection{Does elastic energy select a structure?}

Compare films with the same number of metal planes, and let $h$ be that number times the strained plane spacing. Let their free upper surfaces be the same, and leave out that common surface energy. For structure $s$, the energy per area relative to the bulk phases is then
\begin{equation}
W_s=hYe^2+g_s ,
\end{equation}
where $g_s$ is the interface energy. The first term is common, so
\begin{equation}
W_s-W_t=g_s-g_t .
\end{equation}
For $h=5$ nm the common term is $(293\times10^9)(0.00370)^2(5\times10^{-9})=0.020$ J/m$^2$, or 16 meV per $1\times1$ cell of area 0.128 nm$^2$. Making the film thicker raises this number for all six candidates together.

The difference that remains comes from bonding. Between structures of unequal composition it also contains the chemical potential of silicon. At zero temperature, with the same substrate, upper surface and number of metal atoms in a cell of area $A$, the sevenfold structure has one more silicon atom than the fivefold one, so
\begin{equation}
g_7-g_5=\frac{E_7-E_5-\mu_{\rm Si}}{A},\qquad
g_8-g_7=\frac{E_8-E_7}{A},
\end{equation}
where $E_s$ is the total energy per cell. If the film is in equilibrium with the substrate, $\mu_{\rm Si}$ is the energy per atom of bulk silicon. These energies need an electronic-structure calculation; the geometry does not supply them.

Strain can still enter through $g_s$. Count $g_s$ per fixed reference area, and let the interface stress $\tau_s$ be its derivative with respect to lateral strain. The threefold symmetry makes $\tau_s$ isotropic in the plane. To first order, equal strains along two directions give $g_s(e)=g_s(0)+2\tau_se$, and hence
\begin{equation}
g_s(e)-g_t(e)=g_s(0)-g_t(0)+2e(\tau_s-\tau_t).
\end{equation}
For an assumed stress difference of 1 N/m the last term is $2(0.00370)(1)=7.4$ mJ/m$^2$, or 5.9 meV per cell. If two candidates differ by less than this at zero strain, the mismatch may reverse their order. Even then, the result depends on two interface properties that the lattice constants do not contain.

\subsection{The limit of perfect match}

Improving the match does not remove the ambiguity. At $e=0$ the common elastic energy vanishes and the five-, seven- and eightfold constructions remain. Recounting the metal neighbours for strains from $-2\%$ to $+2\%$, zero included, gives the same 5, 7 and 8.

Heating can bring the film to this limit. Take rough mean expansion coefficients of $3.5\times10^{-6}$ K$^{-1}$ for the substrate and $1.4\times10^{-5}$ K$^{-1}$ for the film. If the film stays coherent, the strain changes from $+0.37\%$ at 300 K to $-0.15\%$ at 800 K. It passes through zero after a temperature rise of about $0.0037/(1.05\times10^{-5})\approx350$ K, near 650 K. This temperature is sensitive to the rounded inputs: with the same coefficients, $a_s=0.5431$ nm and $a_f=0.5406$ nm give $e=0.46\%$ and move it to about 740 K. Nothing in the geometry singles out one termination there.

\subsection{What small mismatch is good for}

It allows a coherent film to be thicker before misfit dislocations pay. For an isotropic estimate, let $n$ edge dislocations per unit length, with in-plane Burgers length $B$, reduce one lateral strain from $e$ to $e-nB$. With shear modulus $\mu$ and Poisson ratio $\nu$, the film energy per area is
\begin{equation}
W=\frac{\mu h}{1-\nu}\left[(e-nB)^2+e^2+2\nu e(e-nB)\right].
\end{equation}
At $n=0$ the energy released per unit length of line is
\begin{equation}
-\frac{dW}{dn}=\frac{2\mu(1+\nu)}{1-\nu}\,hBe .
\end{equation}
Equating this to the estimated line energy $\mu B^2[\ln(h/B)+1]/[4\pi(1-\nu)]$ gives, with $|e|$ to cover both signs,
\begin{equation}
h_c=\frac{B}{8\pi(1+\nu)|e|}\left[\ln\frac{h_c}{B}+1\right].
\end{equation}
For $\nu=0.3$, a full lattice vector $B=a_s/\sqrt2=0.384$ nm gives $h_c\approx15$ nm. The shorter $B=a_s/\sqrt6=0.222$ nm gives about 9 nm. The 5 nm film lies below both. For $e=0.46\%$ the same formula gives about 11 and 6 nm.

The shorter length is also the lateral shift between sevenfold and eightfold regions. The estimate leaves out the vertical part of that shift and the difference in interface energy, so it is only a scale for such a boundary. An array of equal shifts also does not alternate between the two structures: a second equal shift puts the film silicon at $+d/4$ above S, a third registry. The shortest shifts from eightfold back to sevenfold are either the opposite vector or vectors with only half the edge component.

\subsection{Reading this for a real film}

The lattice constants are close to those of NiSi$_2$ and silicon; the elastic and expansion constants are rounded, rough values. NiSi$_2$ can be grown on Si(111) in both orientations A and B, depending on preparation, so the near match does not fix even the orientation. Real interfaces also have steps, relaxed bonds and sometimes reconstructions. Relaxation shifts the heights in the table, while steps can join regions of different structure. Above the critical thickness, dislocations can reduce the strain from 0.37\% towards zero.

To identify the interface, measure more than the film's lattice constants. In these unrelaxed models the metal height separates sevenfold from the other two by 0.078 nm, but it does not separate fivefold from eightfold, or A from B. Those distinctions need the positions of the interface silicon atoms and the orientation of the film. To predict the structure, compare relaxed total energies at a stated silicon chemical potential, and ask whether the growth process can reach the lowest one. The numerical output below lists all six structures.

\section*{Numbers as computed}
\begin{verbatim}
substrate lattice constant      0.543 nm
film lattice constant           0.541 nm
C11, C12, C44                   220, 140, 80 GPa
film thickness                  5.0 nm
lateral strain                  0.3697 %
perpendicular strain            -0.3066 %
biaxial modulus Y               292.7 GPa
vertical interface bond         0.2351 nm
Each model: metal coordination; strain; metal height above top Si
  5A: 5 Si; 0.3697 %; 0.2351 nm
  5B: 5 Si; 0.3697 %; 0.2351 nm
  7A: 7 Si; 0.3697 %; 0.3130 nm
  7B: 7 Si; 0.3697 %; 0.3130 nm
  8A: 8 Si; 0.3697 %; 0.2351 nm
  8B: 8 Si; 0.3697 %; 0.2351 nm
Lowest film Si: M and Si bonds; second Si: all bonds;
pairs across the interface below 0.42 nm, per 1x1 cell
  5A: 4 M + 0 Si; 4 bonds; 7 pairs
  5B: 4 M + 0 Si; 4 bonds; 8 pairs
  7A: 3 M + 1 Si; 4 bonds; 7 pairs
  7B: 3 M + 1 Si; 4 bonds; 8 pairs
  8A: 3 M + 1 Si; 5 bonds; 11 pairs
  8B: 3 M + 0 Si; 4 bonds; 14 pairs
longest first-shell M-Si        0.2351 nm
shortest next-shell M-Si        0.3835 nm
7 to 8 lateral translation      0.2217 nm
7 to 8 vertical translation     -0.0778 nm
counts unchanged for strain     -2 to 2 %
1x1 cell area                   0.1277 nm^2
common elastic energy           20.00 mJ/m^2
common elastic energy per cell  15.94 meV
assumed interface stress diff.  1.0 N/m
its energy difference           7.39 mJ/m^2
its energy difference per cell  5.89 meV
expansion, substrate and film   3.5e-06, 1.4e-05 /K
lateral strain at 800 K         -0.1536 %
thermal energy at 800 K         68.9 meV
Poisson ratio in estimate       0.3
full Burgers length 0.3840 nm; critical h 14.8 nm
partial Burgers length 0.2217 nm; critical h 8.5 nm
\end{verbatim}
